# Screening constants of the 2p energy and spin-orbit splitting in atoms, part 1

(Sections cited here and not found follow in the second part.)

## The problem

An electron in the 2p shell of a one-electron ion of nuclear charge \(Z\) has the nonrelativistic energy \(-Z^2/8\) hartree. Its two relativistic levels, 2p\(_{1/2}\) and 2p\(_{3/2}\), are separated to lowest order by \(\alpha^2Z^4/32\) hartree, where \(\alpha\) is the fine-structure constant. In a many-electron atom both formulas can be kept if \(Z\) is replaced by \(Z-\sigma\), with a screening constant \(\sigma\) chosen to reproduce the quantity in question.

The algebra uses atomic units (\(\hbar=m_e=e=4\pi\varepsilon_0=1\), so that \(c=1/\alpha\)). Numbers are in eV and angstrom, with \(\alpha=0.007297353\), 1 hartree \(=27.21139\) eV and 1 bohr \(=0.529177\) Å.

The atoms are neutral Si, Ar, Fe and Cu, with configurations [Ne]3s²3p², [Ne]3s²3p⁶, [Ar]3d⁶4s² and [Ar]3d¹⁰4s¹. Each is described by one central potential energy
\[
V(r)=-\frac{Z}{r}+V_H(r)+v_{xc}(r).
\]
The nucleus is a point. \(V_H\) is the electrostatic repulsion of the spherically averaged electron density \(\rho(r)\). \(v_{xc}\) is the spin-unpolarized local-density potential, made of the exchange term \(-(3\rho/\pi)^{1/3}\) and the VWN parametrization of uniform-gas correlation. The density is built from the occupied solutions of the Schrödinger equation in the same \(V\) and iterated to self-consistency. The 2p eigenvalue \(\varepsilon\) solves the Schrödinger equation in \(V\). The levels \(E_{1/2}\) and \(E_{3/2}\) solve the Dirac equation in the same fixed \(V\), with the rest energy removed, and the splitting is \(\Delta=E_{3/2}-E_{1/2}\). The eigenvalue \(\varepsilon\) is an orbital energy of this model and not an ionization energy. The model gives:

| atom | \(Z\) | \(\varepsilon\) (eV) | \(E_{1/2}\) (eV) | \(E_{3/2}\) (eV) |
|---|---|---|---|---|
| Si | 14 | −95.646 | −96.434 | −95.784 |
| Ar | 18 | −229.758 | −232.488 | −230.248 |
| Fe | 26 | −695.299 | −710.657 | −698.118 |
| Cu | 29 | −911.071 | −936.334 | −915.721 |

(a) Can the splitting be predicted from \(\varepsilon\) alone, through a screened nuclear charge?

(b) Fit \(\sigma\) in \(\Delta=\alpha^2(Z-\sigma)^4/32\) to each atom and to the four atoms together.

(c) Compare the result with the nonrelativistic screening constant and account for the comparison.

## A tempting solution

The 2p electron moves in the field of the nucleus, weakened by the other electrons. Suppose it feels a single effective charge \(Z-\sigma\). The energy then fixes that charge:
\[
\varepsilon=-\frac{(Z-\sigma_E)^2}{8}\quad\Rightarrow\quad \sigma_E=Z-\sqrt{-8\varepsilon}.
\]
For silicon, \(\sqrt{8\times 95.646/27.21139}=5.303\) and \(\sigma_E=14-5.303=8.697\). For copper, \(\sqrt{8\times 911.071/27.21139}=16.366\) and \(\sigma_E=12.634\). Argon and iron give 9.781 and 11.703.

The spin-orbit coupling is a small correction acting on the same electron in the same orbital and the same potential, so the same charge should enter it. With \(\alpha^2/32\) hartree \(=4.52826\times10^{-5}\) eV, silicon would have
\[
\Delta=4.52826\times10^{-5}\ \text{eV}\times(5.303)^4=0.036\ \text{eV},
\]
and argon, iron and copper would have 0.207, 1.892 and 3.249 eV. On this reasoning the answer to (a) is yes, the fit in (b) must return \(\sigma_E\), and (c) has nothing to compare.

The Dirac levels contradict this. Their differences, taken before rounding, are 0.6491, 2.2395, 12.5390 and 20.6138 eV. Relative to these the prediction is low by 94.5, 90.8, 84.9 and 84.2 %.

## Where the fault lies

The fault is the assumption of a single effective charge. A counterexample needs no atom. Take
\[
V(r)=-\frac{z}{r}+w,
\]
with \(w\) a positive constant, which is the potential inside a thin spherical shell of electrons lying far outside the orbital. Both wave equations contain \(V\) only in the combination \(E-V\). A constant \(w\) therefore leaves every wave function unchanged and moves every level by \(w\). The splitting remains that of charge \(z\), while the energy becomes \(\varepsilon=-z^2/8+w\). The charge read from the energy, \(\sqrt{z^2-8w}\), is smaller than \(z\), and inserting it in the fourth-power law gives too small a splitting.

The energy depends on the value of \(V\). The splitting depends on its slope. For \(V=-z/r\) with no constant one number fixes both; in a general potential nothing forces the two charges to agree. The rest of the solution makes this exact for a general central potential.

## The splitting in a central potential

### Radial Dirac equations

Write the Dirac spinor as an upper pair \(\varphi\) and a lower pair \(\chi\). With the rest energy \(c^2\) removed from \(E\), the Dirac equation is
\[
(V-E)\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=0,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-E-2c^2)\chi=0,
\]
where the bold \(\boldsymbol\sigma\) denotes the Pauli matrices. The identity \((\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)\) gives \((\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p)=-ir\partial_r+i\boldsymbol\sigma\cdot\mathbf L\). Multiplying from the left by \(\boldsymbol\sigma\cdot\hat{\mathbf r}/r\) and using \((\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1\),
\[
\boldsymbol\sigma\cdot\mathbf p=-i\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).
\]
Let \(\Omega_\kappa\) be an angular two-component function with definite \(l\), \(j\) and \(m_j\). Squaring \(\mathbf J=\mathbf L+\mathbf S\) gives \(\boldsymbol\sigma\cdot\mathbf L=2\mathbf L\cdot\mathbf S=j(j+1)-l(l+1)-\tfrac34\), which is \(l\) for \(j=l+\tfrac12\) and \(-(l+1)\) for \(j=l-\tfrac12\). The label \(\kappa\) is defined by \(\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa\). So \(\kappa=-(l+1)\) for \(j=l+\tfrac12\) and \(\kappa=l\) for \(j=l-\tfrac12\), and in both cases \(\kappa(\kappa+1)=l(l+1)\). For \(l=1\), p\(_{3/2}\) has \(\kappa=-2\) and \(\mathbf L\cdot\mathbf S=\tfrac12\), and p\(_{1/2}\) has \(\kappa=1\) and \(\mathbf L\cdot\mathbf S=-1\).

The operator \(\boldsymbol\sigma\cdot\hat{\mathbf r}\) is a scalar under rotations of space and spin together, so it conserves \(j\) and \(m_j\), and it is odd under parity. It therefore takes \(\Omega_\kappa\) to the one other function with the same \(j\), whose \(l\) differs by one and whose label is \(-\kappa\). The phase is fixed by \(\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_{\kappa}=-\Omega_{-\kappa}\), and since the operator squares to one, \(\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_{-\kappa}=-\Omega_{\kappa}\).

Set \(\varphi=(P/r)\,\Omega_\kappa\) and \(\chi=i\,(q/cr)\,\Omega_{-\kappa}\). Because \(\partial_r(P/r)+(\kappa+1)P/r^2=(P'+\kappa P/r)/r\),
\[
\boldsymbol\sigma\cdot\mathbf p\,\varphi=\frac{i}{r}\left(P'+\frac{\kappa P}{r}\right)\Omega_{-\kappa},\qquad
c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=-\frac1r\left(q'-\frac{\kappa q}{r}\right)\Omega_{\kappa}.
\]
The second relation is the first with \(\kappa\to-\kappa\) and an extra factor \(i\), so that \(i\cdot i=-1\). Inserting both in the Dirac equation and dividing the lower equation by \(c\),
\[
P'+\frac{\kappa P}{r}=\left[2+\frac{E-V}{c^2}\right]q,\qquad q'-\frac{\kappa q}{r}=-(E-V)P. \tag{1}
\]

### Elimination of the small component

Define \(K=[1+(E-V)/2c^2]^{-1}\). The first equation gives \(q=\tfrac12K(P'+\kappa P/r)\). In the second equation the operator \(d/dr-\kappa/r\) acts on this product. On the bracket it gives
\[
P''+\frac{\kappa P'}{r}-\frac{\kappa P}{r^2}-\frac{\kappa P'}{r}-\frac{\kappa^2P}{r^2}=P''-\frac{l(l+1)}{r^2}P ,
\]
and the derivative of \(K\) adds a further term, so
\[
\tfrac12K\left[P''-\frac{l(l+1)}{r^2}P\right]+\tfrac12K'\left(P'+\frac{\kappa P}{r}\right)=-(E-V)P .
\]
Divide by \(-K\). From the definition, \(K'=K^2V'/2c^2\) and \(1/K=1+(E-V)/2c^2\). With the Schrödinger operator \(H_0=-\tfrac12\,d^2/dr^2+l(l+1)/2r^2+V\), the result is
\[
(H_0-E)P=\frac{\alpha^2}{2}(E-V)^2P+\frac{\alpha^2}{4}KV'\left(P'+\frac{\kappa P}{r}\right), \tag{2}
\]
which is still exact. Let \(P_0\) be the normalized Schrödinger 2p function, \(H_0P_0=\varepsilon P_0\). Multiply (2) by \(P_0\) and integrate over \(r\). Two integrations by parts move \(H_0\) onto \(P_0\). The boundary term \(P_0P'-P_0'P\) vanishes at infinity, and it vanishes at the origin because \(P_0\propto r^2\) and \(P\) goes to zero there as a positive power of \(r\). The left side becomes \((\varepsilon-E)\int P_0P\,dr\). The right side already carries \(\alpha^2\), so to that order \(P\to P_0\), \(E\to\varepsilon\) and \(K\to1\):
\[
E=\varepsilon-\frac{\alpha^2}{2}\langle(\varepsilon-V)^2\rangle-\frac{\alpha^2}{4}\int P_0V'P_0'\,dr-\frac{\alpha^2\kappa}{4}\left\langle\frac{V'}{r}\right\rangle. \tag{3}
\]
Angle brackets denote averages with \(P_0^2\). The replacement \(K\to1\) needs \(|E-V|\ll2c^2\), which fails for \(r\lesssim Z\alpha^2/2\). Outside that region \(K-1\approx-Z\alpha^2/2r\), which at \(r\sim1/Z\) is of order \((Z\alpha)^2\). Inside it the integrand \(P_0^2V'/r\propto r\) vanishes at the origin, and the region holds a fraction of order \((Z\cdot Z\alpha^2)^2=(Z\alpha)^4\) of the integral. The \(\alpha^2\) terms of (3) therefore have relative corrections of order \((Z\alpha)^2\).

The two 2p levels share \(l=1\), hence \(H_0\), \(P_0\) and \(\varepsilon\). Only the last term of (3) differs between them. Subtracting \(\kappa=1\) from \(\kappa=-2\) gives \(-\tfrac14(-2-1)=\tfrac34\), so the first-order splitting is
\[
\Delta_1=\frac{3\alpha^2}{4}\left\langle\frac{V'}{r}\right\rangle. \tag{4}
\]
Since \(-\kappa/4=\tfrac12\mathbf L\cdot\mathbf S+\tfrac14\), the level-dependent part is the operator \((\alpha^2/2)(V'/r)\,\mathbf L\cdot\mathbf S\), and \(\tfrac12[\tfrac12-(-1)]=\tfrac34\) reproduces the factor. If the force on the electron points inward at every radius, then \(V'>0\) everywhere and p\(_{3/2}\) lies above p\(_{1/2}\) to this order. A potential that is merely negative does not guarantee this: in a shell-shaped well the force points outward on the inner side, and the order can be reversed. The program tests (4) in all four screened potentials: with \(c\) multiplied by 10, the Dirac splitting times 100 agrees with \(\Delta_1\) to better than one part in a thousand.

### The hydrogenic case

For \(V=-Z/r\) take \(P_0\propto r^2e^{-Zr/2}\). Then \(P_0''\propto(2-2Zr+Z^2r^2/4)e^{-Zr/2}\), and
\[
-\tfrac12P_0''+\frac{P_0}{r^2}-\frac{ZP_0}{r}\propto\left(-1+Zr-\frac{Z^2r^2}{8}+1-Zr\right)e^{-Zr/2},
\]
which is \(-Z^2/8\) times \(P_0\). With \(\int_0^\infty r^ne^{-Zr}dr=n!/Z^{n+1}\), the moments are \(\langle r^p\rangle=(4+p)!\,Z^{-p}/4!\):
\[
\langle r^{-3}\rangle=\frac{Z^3}{24},\quad\langle r^{-2}\rangle=\frac{Z^2}{12},\quad\langle r^{-1}\rangle=\frac Z4,\quad\langle r\rangle=\frac5Z .
\]
The kinetic energy, centrifugal term included, is \(T=\varepsilon-\langle V\rangle=-Z^2/8+Z^2/4=Z^2/8\). Since \(V'/r=Z/r^3\), equation (4) gives
\[
\Delta_1=\frac{3\alpha^2}{4}\,Z\,\frac{Z^3}{24}=\frac{\alpha^2Z^4}{32}. \tag{5}
\]
One power of \(Z\) comes from the strength of the field and three come from the size of the orbital. In a screened atom these two factors are screened differently.

The separate levels follow from (3). The first average is \(\varepsilon^2+2\varepsilon Z\langle r^{-1}\rangle+Z^2\langle r^{-2}\rangle=Z^4(\tfrac1{64}-\tfrac1{16}+\tfrac1{12})=\tfrac{7}{192}Z^4\). The second integral is \(\tfrac Z2\int(P_0^2)'r^{-2}dr=Z\langle r^{-3}\rangle=Z^4/24\) after an integration by parts. The shift is \(-\alpha^2Z^4[\tfrac7{384}+\tfrac{1+\kappa}{96}]\), which equals \(-\alpha^2Z^4/128\) for \(\kappa=-2\) and \(-5\alpha^2Z^4/128\) for \(\kappa=1\). Both levels lie below \(\varepsilon\), a feature the four screened atoms in the table share.

### The next order

The size of the \((Z\alpha)^2\) correction matters for iron and copper, and for a pure Coulomb field it is known exactly. Put \(V=-Z/r\) in (1) and set \(a=2+E/c^2\), \(b=-E\), both positive for a bound state:
\[
P'=-\frac{\kappa P}{r}+\left(a+\frac{Z\alpha^2}{r}\right)q,\qquad q'=\frac{\kappa q}{r}+\left(b-\frac Zr\right)P .
\]
At large \(r\) these give \(P''=abP\), so the decay constant is \(\lambda=\sqrt{ab}\). Insert \(P=r^\gamma e^{-\lambda r}\sum_kp_kr^k\) and \(q=r^\gamma e^{-\lambda r}\sum_kq_kr^k\), and collect the coefficient of \(r^{\gamma+k-1}\):
\[
(\gamma+k+\kappa)p_k-Z\alpha^2q_k=\lambda p_{k-1}+aq_{k-1},
\]
\[
Zp_k+(\gamma+k-\kappa)q_k=bp_{k-1}+\lambda q_{k-1}.
\]
For \(k=0\) the right sides vanish, and a nonzero solution needs \(\gamma^2-\kappa^2+Z^2\alpha^2=0\). The regular root is \(\gamma=\sqrt{\kappa^2-Z^2\alpha^2}\). For large \(k\) the recursion becomes \(k\) times the new pair equal to the matrix with rows \((\lambda,a)\) and \((b,\lambda)\) acting on the old pair. The eigenvalues of that matrix are 0 and \(2\lambda\), so an unending series grows as \(e^{2\lambda r}\) and is not normalizable. The series must end at some \(k=n_r\), which requires \(\lambda p_{n_r}+aq_{n_r}=0\); the other right side then vanishes too, because \(\lambda^2=ab\).

The same relation makes \(b\) times the first right side equal to \(\lambda\) times the second, so for every \(k\)
\[
b\left[(\gamma+k+\kappa)p_k-Z\alpha^2q_k\right]=\lambda\left[Zp_k+(\gamma+k-\kappa)q_k\right].
\]
Set \(k=n_r\) and \(q_{n_r}=-\lambda p_{n_r}/a\), and use \(\lambda^2/a=b\). The terms in \(\kappa\) cancel and
\[
2b(\gamma+n_r)=\lambda Z\left(1-\frac{\alpha^2b}{a}\right).
\]
Multiply by \(a/\lambda\) and define \(u=1+E/c^2\). Then \(a-\alpha^2b=2u\) and \(ab/\lambda=\lambda\), so \(\lambda(\gamma+n_r)=Zu\). Also \(\lambda^2=ab=(1+u)\,c^2(1-u)\). Squaring and solving for \(u\),
\[
E=c^2(u-1),\qquad u=\left[1+\left(\frac{Z\alpha}{n_r+\gamma}\right)^2\right]^{-1/2}. \tag{6}
\]
As \(\alpha\to0\), \(E\to-Z^2/2(n_r+|\kappa|)^2\), so the \(n=2\) levels are \(\kappa=-2\), \(n_r=0\) and \(\kappa=1\), \(n_r=1\). The value \(n_r=0\) is allowed only for \(\kappa<0\): termination needs \(q_0/p_0<0\), while the \(k=0\) equation gives \(q_0/p_0=(\gamma+\kappa)/Z\alpha^2\) with \(\gamma<|\kappa|\).

Let \(y=Z^2\alpha^2\). For p\(_{3/2}\), \(\gamma^2+y=4\) and \(u=\gamma/2=\sqrt{1-y/4}\). For p\(_{1/2}\), \(\gamma=\sqrt{1-y}\), \((1+\gamma)^2+y=2+2\gamma\), and \(u=\sqrt{(1+\gamma)/2}\). Use \(\sqrt{1-t}=1-t/2-t^2/8-t^3/16-\dots\). With \(t=y/4\),
\[
u_{3/2}=1-\frac y8-\frac{y^2}{128}-\frac{y^3}{1024}-\dots
\]
For p\(_{1/2}\), \((1+\gamma)/2=1-t\) with \(t=y/4+y^2/16+y^3/32\), so \(t^2=y^2/16+y^3/32\) and \(t^3=y^3/64\) to this order. The \(y^2\) terms sum to \(-\tfrac1{32}-\tfrac1{128}=-\tfrac5{128}\) and the \(y^3\) terms to \(-\tfrac1{64}-\tfrac1{256}-\tfrac1{1024}=-\tfrac{21}{1024}\):
\[
u_{1/2}=1-\frac y8-\frac{5y^2}{128}-\frac{21y^3}{1024}-\dots
\]
The \(y^2\) terms agree with the shifts found from (3). The difference is \(4y^2/128+20y^3/1024\), and \(c^2y^2=\alpha^2Z^4\), so
\[
\Delta_{\rm Coul}(Z)=\frac{\alpha^2Z^4}{32}\left(1+\frac58Z^2\alpha^2+\dots\right). \tag{7}
\]

## Part (a): what the energy and the splitting each measure

### The field contains only the enclosed charge

The angular average of \(1/|\mathbf r-\mathbf r'|\), with \(\mu\) the cosine of the angle between the vectors, is
\[
\frac12\int_{-1}^{1}\frac{d\mu}{\sqrt{r^2+r'^2-2rr'\mu}}=\frac{(r+r')-|r-r'|}{2rr'}=\frac1{\max(r,r')}.
\]
For a spherical density this splits the Hartree potential in two:
\[
V_H=\frac{N(r)}{r}+W(r),\qquad N=\int_0^r4\pi r'^2\rho\,dr',\qquad W=\int_r^\infty4\pi r'\rho\,dr' .
\]
\(N\) counts the electrons inside \(r\), and \(W\) is the potential due to those outside. Since \(N'=4\pi r^2\rho\) and \(W'=-4\pi r\rho\), the terms \(N'/r\) and \(W'\) cancel, leaving \(V_H'=-N/r^2\). Define the field charge \(Q(r)=r^2V'(r)\). Then
\[
Q=Z-N+r^2v_{xc}',\qquad \Delta_1=\frac{3\alpha^2}{4}\left\langle\frac{Q}{r^3}\right\rangle. \tag{8}
\]
\(W\) does not appear. In this model \(N\) includes the density of the 2p electron itself, and the exchange-correlation term, which is positive wherever \(v_{xc}\) rises outward, works against that self-repulsion.

### The energy contains the outer charge

Scale the orbital, \(P_\eta(r)=\sqrt\eta\,P_0(\eta r)\), which keeps the norm. The kinetic energy becomes \(\eta^2T\) and the potential energy becomes \(\langle V(r/\eta)\rangle\). Because \(P_0\) is an eigenfunction of \(H_0\) with \(V\) held fixed, the expectation value is stationary at \(\eta=1\), and its derivative there is \(2T-\langle rV'\rangle\). This is the virial theorem \(2T=\langle rV'\rangle=\langle Q/r\rangle\). Writing \(T=-T+2T\),
\[
\varepsilon=T+\langle V\rangle=-T+\langle V+rV'\rangle=-T+\langle(rV)'\rangle .
\]
The nuclear part of \(rV\) is the constant \(-Z\) and drops out. The Hartree part gives \((N+rW)'=N'+W+rW'=W\). Hence
\[
\varepsilon=-T+\langle W\rangle+\langle(rv_{xc})'\rangle. \tag{9}
\]
The program tests the Gauss relation, the virial theorem and (9), with \(T\) computed from the kinetic operator. For silicon and copper (9) reads
\[
-332.32+246.19-9.52=-95.65\ \text{eV},
\]
\[
-2064.19+1187.11-34.00=-911.08\ \text{eV}.
\]
The hydrogenic relation \(\varepsilon=-T\) is broken by \(\langle W\rangle\), which for silicon cancels about three quarters of \(T\) and for copper more than half. This term is the constant \(w\) of the counterexample, now averaged over the orbital. Inverting \(T=(Z-\sigma_T)^2/8\) instead of the energy gives, for silicon, \(\sqrt{8\times332.32/27.21139}=9.884\) and \(\sigma_T=4.116\), less than half of \(\sigma_E=8.697\).

The answer to (a) is no. The eigenvalue \(\varepsilon\) contains \(\langle W\rangle\), which the field charge \(Q\) does not contain, and \(\varepsilon\) alone cannot be separated into \(T\) and \(\langle W\rangle\).

The eigenvalue \(\varepsilon\) alone cannot predict the splitting, because it contains \(\langle W\rangle\), the potential of the outer charge, which is absent from the field charge \(Q\) that sets the first-order splitting. It remains to fit \(\sigma\) to the splittings of the four atoms and to compare it with the nonrelativistic screening constants.
